Passive Reduction of Interconnect Networks by Block-Arnoldi Congruence

**1. The physical question**

Two long copper wires run side by side in a low-k dielectric on an upper level of a chip. A driver switches one of them. The designer needs the delay to its far end and the disturbance picked up by the quiet neighbour. Resistance, capacitance and inductance are spread along both wires, so an adequate circuit model has many nodes, and a chip has very many such nets. One wants a small model with nearly the same behaviour at the terminals.

Accuracy alone is not enough. The wires contain no energy source. A reduced model that can deliver net energy may make a simulation grow without limit once it is joined to other circuits. The PRIMA method projects the network equations so that the reduced model cannot deliver net energy, and reproduces chosen terms of the frequency response.

**2. Network equations and energy**

Let v be the node voltages, i the currents in series resistor-inductor branches, and u the currents injected at p ports. The incidence matrix E has +1 where a branch leaves a node and −1 where it enters. Kirchhoff's current law and the branch law are

Cn v′ + Gn v + E i = Bn u,
L i′ + Rb i = Eᵀ v.

The prime is a time derivative; Gn holds conductances to ground and Rb branch resistances. With x = (v, i) these become

C x′ + G x = B u, y = Bᵀ x, (1)

C = diag(Cn, L), G = [[Gn, E], [−Eᵀ, Rb]], B = [Bn; 0].

The output y is the set of voltages at the driven ports, so uᵀy is the power entering. The same B must appear at input and output; the passivity proof uses this.

Let S = (G + Gᵀ)/2. For real x,

xᵀGx = vᵀGn v + vᵀE i − iᵀEᵀv + iᵀRb i = vᵀGn v + iᵀRb i.

The two incidence terms are equal scalars of opposite sign: they move energy between elements without dissipating it. What remains is the heating power xᵀSx. The assumptions are that all matrices are real and

C = Cᵀ ≥ 0, S ≥ 0, S + C > 0. (2)

The inequalities refer to quadratic forms. The last one excludes a state that neither stores nor dissipates energy. C may be singular, as when a node with a conductance to ground has no capacitance, and G need not be symmetric. A node with neither violates the last condition.

These conditions can be lost before reduction begins. Take three equal wires with inductances in the ratio 1 (self), 0.8 (nearest mutual) and 0.7 (outer mutual). That matrix is positive definite. If the outer mutual term is deleted, its lowest eigenvalue becomes 1 − 0.8√2 = −0.13. The truncated matrix describes negative stored energy, and no theorem about (2) applies to it.

**3. Passivity of the original network**

Put K(s) = G + sC. For a complex vector x, the real part of xᴴGx is half the sum of this number and its conjugate, which is xᴴSx since G is real. Hence

Re xᴴK(s)x = xᴴSx + Re(s) xᴴCx. (3)

Let Re s > 0. Both terms are nonnegative. If their sum vanished, each would vanish, so xᴴ(S + C)x = 0 and x = 0 by (2). Thus K(s)x = 0 has no nonzero solution, K(s) is invertible, and

Z(s) = Bᵀ K(s)⁻¹ B

has no pole in the open right half-plane.

For any complex port vector a, let x = K⁻¹Ba. Since B is real,

aᴴZa = aᴴBᵀx = (Ba)ᴴx = (Kx)ᴴx.

Its real part is that of xᴴKx, which is nonnegative by (3). Therefore

Z(s) + Z(s)ᴴ ≥ 0 for Re s > 0. (4)

Together with analyticity there and Z(s*) = Z(s)*, this is positive realness. A lossless network may have poles on the imaginary axis; (4) does not exclude them.

The same fact in time, for a smooth solution starting from x = 0, follows on multiplying (1) by xᵀ:

uᵀy = xᵀBu = xᵀCx′ + xᵀGx = d/dt(½xᵀCx) + xᵀSx.

Integration gives

∫₀ᵗ uᵀy dt′ = ½x(t)ᵀCx(t) + ∫₀ᵗ xᵀSx dt′ ≥ 0. (5)

The energy supplied is the energy stored plus the energy turned into heat.

**4. What congruence preserves**

Let V be a real matrix with n independent columns. Replace x by Vz and require the residual of (1) to be orthogonal to those columns. The reduced matrices are

Gr = VᵀGV, Cr = VᵀCV, Br = VᵀB. (6)

The symmetric part of Gr is Sr = VᵀSV. For z ≠ 0, Vz ≠ 0, so

zᵀ(Sr + Cr)z = (Vz)ᵀ(S + C)(Vz) > 0.

In the same way Cr ≥ 0 and Sr ≥ 0. Thus (6) satisfies every condition in (2), and Section 3 applies to it word for word. The reduced model is passive for any such V. The choice of V decides accuracy, not passivity.

Orthonormality of V is not needed for this. If V is replaced by VT with T invertible, then

BᵀVT (TᵀKrT)⁻¹ TᵀVᵀB = BᵀV Kr⁻¹ VᵀB,

where Kr = VᵀKV. The impedance depends on V through its span alone, which also removes any concern that the columns mix volts and milliamperes.

**5. Moments and the Krylov space**

Choose a real s0 > 0 and write h = s − s0, M = K(s0). Section 3 shows that M is invertible. Define

R = M⁻¹B, A = −M⁻¹C.

Then K(s) = M + hC = M(I − hA), and the geometric series gives

K(s)⁻¹B = (I − hA)⁻¹R = Σₖ hᵏ Xₖ, Xₖ = AᵏR,
Z(s) = Σₖ hᵏ BᵀXₖ. (7)

The p × p matrices BᵀXₖ are the moments about s0. The disc |h| < s0 lies in the open right half-plane, where Z has no poles, so the series for Z converges at least there.

Let span V contain the columns of X₀, …, X_(q−1). This is the block Krylov space of order q. We can write Xₖ = VYₖ for k < q. By definition

MX₀ = B, MXₖ = −CXₖ₋₁.

Multiply both equations by Vᵀ and insert Xₖ = VYₖ:

MrY₀ = Br, MrYₖ = −CrYₖ₋₁, Mr = VᵀMV.

Mr is invertible because the reduced system satisfies (2). Hence Y₀ = Mr⁻¹Br and Yₖ = −Mr⁻¹CrYₖ₋₁, which is the recursion for the reduced model's own coefficients. Consequently

BᵀXₖ = BᵀVYₖ = BrᵀYₖ, k = 0, …, q−1. (8)

The first q matrix moments agree. If the Krylov space stops growing, so that A maps it into itself, every Xₖ lies in span V. All moments then agree, and the two rational functions are identical.

**6. The error and its order**

The equality (8) does not say how large the error is or whether more moments might agree. Two residuals answer this. Let

X = K⁻¹B, X̂ = VKr⁻¹Br, ρ = B − KX̂,
W = K⁻ᵀB, Ŵ = VKr⁻ᵀBr, σ = B − KᵀŴ.

The first line concerns the response, the second the transposed problem. By construction Vᵀρ = 0 and Vᵀσ = 0. Since ρ = K(X − X̂),

Z − Zr = Bᵀ(X − X̂) = BᵀK⁻¹ρ = Wᵀρ.

Ŵ lies in span V, so Ŵᵀρ = 0 and may be subtracted:

Z − Zr = (W − Ŵ)ᵀρ.

Finally σ = Kᵀ(W − Ŵ), or (W − Ŵ)ᵀ = σᵀK⁻¹. This gives the identity

Z(s) − Zr(s) = σ(s)ᵀ K(s)⁻¹ ρ(s). (9)

By Section 5, X and X̂ agree through order hᑫ⁻¹, so ρ = O(hᑫ). Nothing yet forces σ to be small, and the error is O(hᑫ) in general. If span V also contains the first q coefficient blocks of W, the same induction with G replaced by Gᵀ gives σ = O(hᑫ). The error is then O(h²ᑫ), and 2q moments agree.

There are two useful cases. An RC network described by node voltages has G = Gᵀ, hence W = X, and ordinary PRIMA matches 2q moments. For the RLC form in Section 2, let J = diag(I, −I), with signs for voltages and currents. Then JKJ = Kᵀ and JB = B, so

W = (JKJ)⁻¹B = JK⁻¹JB = JX.

If the voltage rows and current rows of V are made into separate column blocks, the new span contains both Xₖ and JXₖ. Again 2q moments agree. The price is up to twice as many columns; passivity remains, since the projection is still a congruence.

**7. Block Arnoldi algorithm**

The powers AᵏR should not be used directly as a basis, because they tend towards dependence. The algorithm builds the same space from orthonormal blocks.

1. Factor M = G + s0C once and solve MW = B.
2. Subtract from W its projection on all earlier columns of V, and repeat the subtraction to remove rounding residue.
3. Apply a pivoted QR factorization to W. Discard columns that are numerically dependent and append the rest, Q, to V.
4. If fewer than q blocks have been made and Q is not empty, solve MW = −CQ and return to step 2.
5. Form the matrices (6).

To see that the span is right, let 𝒦ⱼ be the space after j blocks. It is 𝒦ⱼ₋₁ plus the span of the newest block Qⱼ. Because A𝒦ⱼ₋₁ is already inside 𝒦ⱼ, applying A to Qⱼ alone supplies all that is new in 𝒦ⱼ₊₁. Discarding an exactly dependent column changes nothing; discarding a nearly dependent one makes the moment matching approximate, but leaves the model passive.

The model has at most pq states. The full matrix is factored once and used in q block solves; the orthogonalization adds work that grows as the square of the number of columns.

**8. What can go wrong without congruence**

Consider two nodes with conductances to ground of 1 and 0.05 mS, joined by 0.05 mS. Each has 0.01 fF to ground, and 1 fF couples them. Current enters the first node. In mS and fF,

G = [[1.05, −0.05], [−0.05, 0.10]],
C = [[1.01, −1.00], [−1.00, 1.01]], b = (1, 0).

Both matrices are positive definite, so s0 = 0 is allowed here. As det G = 0.1025, the first Krylov vector is

r = G⁻¹b = (0.10, 0.05)/0.1025 = (0.9756, 0.4878) kΩ,

which is parallel to w = (2, 1). The true poles are −52.71 and −0.0967 rad/ps.

An apparently natural alternative first writes x + G⁻¹Cx′ = ru and then projects orthogonally on w. Its time constant is

T = wᵀG⁻¹Cw/(wᵀw).

We have Cw = (1.02, −0.99), and

G⁻¹Cw = (0.0525, −0.9885)/0.1025,
T = (0.1050 − 0.9885)/(0.1025 × 5) = −1.724 ps.

The pole is −1/T = +0.580 rad/ps: a passive circuit has been given a growing response. Congruence on the same vector gives

pole = −wᵀGw/(wᵀCw) = −4.10/1.05 = −3.905 rad/ps.

Both reduced models have the correct zeroth moment, 0.9756 kΩ. The subspace and the matched moment are the same; the projection decides stability. The stable pole is close to neither true pole, so passivity does not certify accuracy.

**9. Two coupled lines**

The wires are 400 nm wide, 800 nm thick, 400 nm apart and 2 mm long. Grounded planes lie 800 nm above and below, and grounded side walls 1600 nm away. The dielectric has k = 3.0 and the copper a resistivity of 2.2 μΩ cm. Each near end has a linear 50 Ω driver and each far end a 10 fF receiver.

The capacitance comes from Laplace's equation in the cross-section. On grids of 100, 50 and 25 nm, C₁₁/ε is 5.9161, 5.8329 and 5.8005. At a right-angled metal corner the field varies as r^(−1/3). The energy within a distance g of the corner therefore scales as the integral of r^(−2/3) r dr, or g^(4/3), which suggests an error of that order in the grid spacing. Successive differences should then fall by 2^(4/3) = 2.52; the observed ratio is 2.56. Extrapolation gives

C₁₁/ε = 5.8005 − 0.0324/1.520 = 5.779.

Parallel plates alone would give 1 + 2 + 0.5 = 3.50, so fringing fields matter. With ε = 3.0ε₀, C₁₁ = 153.5 fF/mm and C₁₂ = −69.0 fF/mm. The negative sign is that of an off-diagonal nodal capacitance.

For transverse waves in a uniform dielectric between perfect conductors, the inductance matrix per length is μ₀ε times the inverse capacitance matrix. This gives L₁₁ = 0.2725 and L₁₂ = 0.1225 nH/mm; k cancels. These values leave out the magnetic field inside the wires. At the frequencies of interest here the field does penetrate the copper, and a nearly uniform current gives a self-inductance about 25% larger, 0.34 nH/mm. The ladder keeps the smaller values; the difference changes the delay in Section 10 by less than 1% and the crosstalk by about 2%. The resistance is

2.2×10⁻⁸ Ω m/(0.4 × 0.8×10⁻¹² m²) = 68.75 Ω/mm.

The grounded planes and walls are given no resistance. If they were copper 800 nm thick, the magnetic field would enter them too, adding inductance as well as resistance. Compared with perfectly conducting planes and walls, the two together would raise the delay in Section 10 by about 3% and lower the crosstalk by about 3%.

Forty sections give 82 node voltages and 80 branch currents: 162 states and four ports. The sum and difference of the two lines' voltages obey separate uniform-line equations, solved by hyperbolic functions. At 1, 5, 10 and 20 GHz the ladder's far-end voltages differ from this distributed solution by at most 6.7×10⁻⁵ V per volt of source. Below, "error" is relative to the ladder.

The expansion point is s0 = 2π × 10 GHz = 0.06283 rad/ps. Moments were found separately for both models by integrating Z around a circle of radius 0.8s0. Coefficient k is multiplied by the radius to the power k, and differences are divided by the largest impedance entry on the circle. With q = 2 they are:

- plain PRIMA: below 10⁻¹⁵ for k = 0 and 1, then 1.4×10⁻² at k = 2;
- split voltage and current blocks: below 10⁻¹⁵ through k = 3, then 3.8×10⁻⁵ at k = 4;
- RC network: below 4×10⁻¹⁵ through k = 3, then 1.5×10⁻⁵ at k = 4.

These are the orders q, 2q and 2q from (9). The split model has 16 states, as does plain PRIMA with q = 4, which also matches four moments. For q = 6 the 24 normalized raw Krylov vectors have condition number 1.2×10⁶, which is why they are not used as a basis.

The greatest impedance error from 0 to 20 GHz, relative to the largest entry in that band, is:

- q = 1, 4 states: 0.30
- q = 2, 8 states: 0.11
- q = 3, 12 states: 7.4×10⁻³
- q = 4, 16 states: 8.5×10⁻⁴
- q = 6, 24 states: 8.3×10⁻⁷

The decrease is an observation for this network and this s0. Equation (9) gives the local order, not a guarantee of monotonic decrease over a band.

For q = 4 the rightmost reduced pole has real part −0.0221 rad/ps. The lowest eigenvalue of (Z + Zᴴ)/2, relative to the norm of Z, stayed positive at all sampled frequencies up to 100 rad/ps: its minimum was 7.2×10⁻⁵, against 1.3×10⁻⁷ for the ladder. Sampling cannot prove passivity between the samples; Section 4 does. Under random port currents the reduced model had received 2.083 fJ by the end of the run and stored 0.030 fJ. The supplied energy was tested against the stored energy at every step and did not fall below it, as (5) requires.

**10. Delay, crosstalk and the real case**

A 1 V ramp lasting 20 ps drives one line. Delay is measured between the half-supply crossings of the source and the far end. The ladder gives 25.56 ps and the 16-state model 25.61 ps, a difference of 0.2%. The peak disturbance at the quiet line's far end is 209.7 mV in the ladder and 210.3 mV in the reduced model. The largest far-end waveform error at any time is 7.1 mV. This is not directly comparable with the impedance error of 8.5×10⁻⁴, which covers only 0 to 20 GHz and is divided by the largest impedance entry.

Between zero and twice its value, inductance has a small effect on this delay, about 2% at most, and not a monotonic one. Leaving it out gives 26.10 ps; doubling it, with all else fixed, gives 25.87 ps. Both exceed the original 25.56 ps. The flight time at the speed of light in the dielectric is 11.55 ps, less than half the delay, while the model with resistance and capacitance alone comes within about 2% of it.

The dimensions, k and resistivity are roughly those of thick upper-level copper wiring. A 2 mm run without a repeater, beside a neighbour at 400 nm for its whole length, is a demanding case. Of the changes in delay computed here, the largest comes from temperature. With a rough coefficient of 0.0039 per kelvin, a wire 80 K hotter has 1.312 times the resistance and a delay of 30.5 ps, 19% more. This is the coefficient of bulk copper. Scattering at surfaces, grain boundaries and impurities depends little on temperature, so the rise in a real narrow wire should be smaller. Barrier and etch-stop layers can raise the effective k; a 10% larger capacitance at fixed inductance gives 27.9 ps, 9% more. Neighbouring levels made of separate wires at right angles to these are poorer return paths than solid planes. The doubled inductance above is a rough trial of that effect. It moves the delay by about 1% but raises the crosstalk by about 10%. Because the delay does not vary monotonically with inductance, this trial does not bound the effect of a still larger one; tripling the inductance raises the delay by about 8%.

The highest important frequency is often estimated as 0.35 divided by the time from 10% to 90% of the step. That time is 16 ps for this ramp, which gives 21.9 GHz. The estimates below use the full 20 ps and so a somewhat lower frequency, 17.5 GHz, at which the skin depth is 564 nm. A slab estimate across the 800 nm thickness raises the resistance by 2.2%, which is an overestimate for a wire only 400 nm wide. At the same frequency, an assumed loss tangent of 0.01 would reduce a travelling wave's amplitude by about 0.6% over the line if the wires had no resistance. With their resistance included, this dielectric contribution is about 0.8% for the sum of the two lines' voltages and 1.0% for the difference. The mean field between the wires is 0.025 MV/cm, some 200 times below a rough breakdown strength of 5 MV/cm, though the field at corners is higher than the mean. The nonlinearity of a transistor driver has not been sized. The model here contains the linear 50 Ω drivers. To use a transistor driver instead, leave their conductances out of Gn before the reduction and attach the transistor circuit to the near-end port as a separate element.

The remaining numerical values are in the output that follows.

Table of computed values

```
wire width, spacing, thickness: 400, 400, 800 nm
gap to planes, to side walls: 800, 1600 nm
k = 3.0, resistivity = 2.2 uohm cm
length = 2.0 mm, sections = 40
driver = 50 ohm, receiver = 10 fF
C11/eps on 100, 50, 25 nm grids: 5.9161, 5.8329, 5.8005
grid difference ratio = 2.56
C11/eps extrapolated = 5.7791, plates 3.50
C11, C12 = 153.51, -69.01 fF/mm
L11, L12 = 0.2725, 0.1225 nH/mm
wire resistance = 68.75 ohm/mm
ladder vs distributed line, to 20 GHz: 6.7e-05 V/V
full states = 162, ports = 4
s0 = 0.06283 rad/ps, contour radius = 0.05027 rad/ps
worst matched coefficient error, q=4: 1.0e-15
condition of raw Krylov vectors, q=6: 1.2e+06
relative coefficient errors for k = 0..4, with q = 2:
  plain: 6.6e-16, 4.9e-16, 1.4e-02, 6.4e-03, 1.8e-03
  split: 2.9e-16, 3.3e-16, 4.5e-16, 3.9e-16, 3.8e-05
  RC: 2.9e-15, 3.6e-15, 2.2e-15, 3.5e-16, 1.5e-05
split model states = 16
passivity margin full, reduced: 1.3e-07, 7.2e-05
largest real part of reduced poles = -0.0221 rad/ps
random drive: supplied 2.083 fJ, stored 0.030 fJ
two-node circuit g1, g2, g12 = 1.0, 0.05, 0.05 mS
  ground, coupling capacitance = 0.01, 1.0 fF
  true poles = -52.7142, -0.0967 rad/ps
  zeroth moment = 0.9756 kohm (all three models)
  pole without congruence = +0.5801 rad/ps
  pole with congruence = -3.9048 rad/ps
q=1: 4 states, error 0-20 GHz = 2.99e-01
q=2: 8 states, error 0-20 GHz = 1.09e-01
q=3: 12 states, error 0-20 GHz = 7.37e-03
q=4: 16 states, error 0-20 GHz = 8.47e-04
q=6: 24 states, error 0-20 GHz = 8.31e-07
input ramp = 1.0 V in 20.0 ps, time step = 0.1 ps
delay full, reduced q=4: 25.563, 25.614 ps
crosstalk full, reduced: 209.74, 210.32 mV
largest waveform error = 7.141 mV
delay without inductance = 26.104 ps
flight time = 11.55 ps
delay, wire 80 K hotter (R x 1.312) = 30.507 ps
delay, inductance doubled = 25.866 ps
delay, capacitance +10% = 27.916 ps
knee frequency = 17.5 GHz, skin depth = 564 nm
skin-effect resistance factor (slab) = 1.022
dielectric loss at knee, tan d = 0.01: 0.64 %
mean field = 0.025 MV/cm, rough breakdown 5.0 MV/cm
```
